# Gordon Decomposition of the Dirac Current and the Hyperfine Interaction: test program

```python
"""
Result under test: for a stationary Dirac electron the current splits as
  c psi^+ alpha psi = Re(psi^+ beta p psi)/m + (hbar/2m) curl(psi^+ beta Sigma psi),
and its coupling e<alpha.A> to a nuclear vector potential A is the sum of
  orbital term (e/mc) Re<beta A.p>   and   spin term mu_B <beta Sigma.B>, B = curl A.
Symbols: alpha, beta, Sigma Dirac matrices; mu nuclear moment; R radius of the
shell carrying the moment; P, Q large and small radial functions; kappa Dirac
angular quantum number; Z nuclear charge. Gaussian atomic units inside
(hbar = m = e = 1, c = inverse fine-structure constant, mu_B = 1/2c).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma as gamma_function

const = sc.physical_constants
c = const["inverse fine-structure constant"][0]
bohr_fm = const["Bohr radius"][0] * 1e15
hartree_MHz = const["hartree-hertz relationship"][0] * 1e-6
mu_B = 1 / (2 * c)
mu_N = mu_B * sc.m_e / sc.m_p
proton_ratio = const["proton mag. mom. to nuclear magneton ratio"][0]
mu_p = mu_N * proton_ratio

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
Sigma = np.array([np.kron(np.eye(2), s) for s in pauli])
beta = np.kron(pauli[2], np.eye(2))
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1


def exponent(Z, kappa):
    return np.sqrt(kappa**2 - (Z / c) ** 2)


def energy(Z, kappa):
    return c**2 * exponent(Z, kappa) / abs(kappa)


def radial(r, Z, kappa):
    """P and Q of the nodeless Coulomb states 1s1/2 (-1) and 2p3/2 (-2)."""
    g, decay = exponent(Z, kappa), Z / abs(kappa)
    ratio = -decay * c / (energy(Z, kappa) + c**2)
    norm2 = (2 * decay) ** (2 * g + 1) / ((1 + ratio**2) * gamma_function(2 * g + 1))
    P = np.sqrt(norm2) * r**g * np.exp(-decay * r)
    return P, ratio * P


def make_state(Z, kappa, twice_m):
    """Return the four-component wave function as a function of points (N,3)."""
    def psi(x):
        r = np.linalg.norm(x, axis=1)
        n = x / r[:, None]
        one, zero = np.ones(len(r), complex), np.zeros(len(r), complex)
        if kappa == -1:
            s_wave = one / np.sqrt(4 * np.pi)
            spin_angle = [s_wave, zero] if twice_m == 1 else [zero, s_wave]
        else:
            Y11 = -np.sqrt(3 / (8 * np.pi)) * (n[:, 0] + 1j * n[:, 1])
            Y10 = np.sqrt(3 / (4 * np.pi)) * n[:, 2]
            spin_angle = ([Y11, zero] if twice_m == 3 else
                          [np.sqrt(2 / 3) * Y10, np.sqrt(1 / 3) * Y11])
        omega = np.array(spin_angle).T
        sigma_r_omega = np.einsum("nk,kij,nj->ni", n, pauli, omega)
        P, Q = radial(r, Z, kappa)
        return np.hstack([(P / r)[:, None] * omega,
                          (-1j * Q / r)[:, None] * sigma_r_omega])
    return psi


def gradient(f, x):
    """Fourth-order central differences; first index is the direction."""
    step = 1e-3 * np.linalg.norm(x, axis=1)
    result = []
    for direction in np.eye(3):
        s = step[:, None] * direction
        d = 8 * (f(x + s) - f(x - s)) - (f(x + 2 * s) - f(x - 2 * s))
        result.append(d / (12 * step).reshape((-1,) + (1,) * (d.ndim - 1)))
    return np.array(result)


def vector_density(a, matrices, b):
    return np.einsum("ni,kij,nj->nk", a.conj(), matrices, b)


def convection(bra, ket, x, weight=beta):
    p_bra, p_ket = -1j * gradient(bra, x), -1j * gradient(ket, x)
    return 0.5 * (np.einsum("ni,ij,knj->nk", bra(x).conj(), weight, p_ket)
                  + np.einsum("kni,ij,nj->nk", p_bra.conj(), weight, ket(x)))


def magnetization_curl(bra, ket, x, weight=beta):
    spin_density = lambda y: vector_density(bra(y), weight @ Sigma, ket(y))
    return 0.5 * np.einsum("kjl,jnl->nk", levi, gradient(spin_density, x))


def vector_potential(x, mu, R):
    r = np.linalg.norm(x, axis=1)
    return np.cross(mu, x) / np.maximum(r, R)[:, None] ** 3


def magnetic_field(x, mu, R):
    r = np.linalg.norm(x, axis=1)[:, None]
    n = x / r
    outside = (3 * n * (n @ mu)[:, None] - mu) / r**3
    return np.where(r < R, 2 * mu / R**3, outside)


def couplings(bra, ket, mu, R, decay):
    """Three-dimensional quadrature: direct coupling, orbital part, spin part."""
    t, wt = np.polynomial.legendre.leggauss(90)
    radii, radial_weights = [], []
    edges = [np.log(R) - 14, np.log(R), np.log(20 / decay)]
    for low, high in zip(edges[:-1], edges[1:]):
        r = np.exp(0.5 * (high - low) * t + 0.5 * (high + low))
        radii.append(r)
        radial_weights.append(0.5 * (high - low) * wt * r**3)
    r, wr = np.concatenate(radii), np.concatenate(radial_weights)
    u, wu = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(8) / 8
    rr, uu, pp = [g.ravel() for g in np.meshgrid(r, u, phi, indexing="ij")]
    weights = np.einsum("i,j,k->ijk", wr, wu, np.full(8, 2 * np.pi / 8)).ravel()
    rho = rr * np.sqrt(1 - uu**2)
    x = np.array([rho * np.cos(pp), rho * np.sin(pp), rr * uu]).T
    A, B = vector_potential(x, mu, R), magnetic_field(x, mu, R)
    a, b = bra(x), ket(x)
    direct = weights @ np.sum(vector_density(a, alpha, b) * A, axis=1)
    orbital = weights @ np.sum(convection(bra, ket, x) * A, axis=1) / c
    spin = mu_B * (weights @ np.sum(vector_density(a, beta @ Sigma, b) * B, axis=1))
    return direct, orbital, spin


def relative(difference, reference):
    return np.max(np.abs(difference)) / np.max(np.abs(reference))


# ---- local tests in a strongly relativistic case ----
Z_heavy = 80
rng = np.random.default_rng(4)
points = 0.02 * rng.normal(size=(40, 3))
s_state = make_state(Z_heavy, -1, 1)
p_three = make_state(Z_heavy, -2, 3)
p_one = make_state(Z_heavy, -2, 1)
mixture = lambda x: 0.6 * p_three(x) + 0.8j * np.exp(0.7j) * p_one(x)

for psi, kappa in [(s_state, -1), (mixture, -2)]:
    value = psi(points)
    kinetic = -1j * c * np.einsum("kij,knj->ni", alpha, gradient(psi, points))
    potential = -Z_heavy / np.linalg.norm(points, axis=1)[:, None]
    H_psi = kinetic + c**2 * value @ beta.T + potential * value
    assert relative(H_psi - energy(Z_heavy, kappa) * value, H_psi) < 1e-8

current = c * vector_density(mixture(points), alpha, mixture(points))
split = convection(mixture, mixture, points) + magnetization_curl(mixture, mixture, points)
gordon_error = relative(current - split, current)
assert gordon_error < 1e-8
no_beta = (convection(mixture, mixture, points, np.eye(4))
           + magnetization_curl(mixture, mixture, points, np.eye(4)))
no_beta_error = relative(current - no_beta, current)
assert no_beta_error > 1e-2

# Between different levels a polarization term is required.
transition = c * vector_density(s_state(points), alpha, p_three(points))
two_parts = (convection(s_state, p_three, points)
             + magnetization_curl(s_state, p_three, points))
gap = energy(Z_heavy, -2) - energy(Z_heavy, -1)
polarization = gap / (2 * c) * vector_density(s_state(points), alpha @ beta, p_three(points))
missing_error = relative(transition - two_parts, transition)
assert missing_error > 1e-3
assert relative(transition - two_parts - polarization, transition) < 1e-8

# The convection current alone has no divergence.
jacobian = gradient(lambda y: convection(mixture, mixture, y).real, points)
diagonal = np.array([jacobian[k, :, k] for k in range(3)])
assert relative(diagonal.sum(axis=0), diagonal) < 1e-6

# The field used in the spin term is the curl of the vector potential.
tilted = mu_N * np.array([0.3, -0.5, 0.8])
for scale in (0.3, 3.0):
    directions = points / np.linalg.norm(points, axis=1)[:, None]
    y = scale * directions
    dA = gradient(lambda z: vector_potential(z, tilted, 1.0), y)
    curl_A = np.einsum("kjl,jnl->nk", levi, dA)
    assert relative(curl_A - magnetic_field(y, tilted, 1.0), curl_A) < 1e-8

# ---- integrated split, diagonal and off-diagonal, tilted moment ----
R_heavy = 6.0 / bohr_fm
off = couplings(p_three, p_one, tilted, R_heavy, Z_heavy / 2)
diag = couplings(p_three, p_three, tilted, R_heavy, Z_heavy / 2)
for result in (off, diag):
    assert abs(result[0] - result[1] - result[2]) < 1e-7 * abs(result[0])
J_ratio = np.sqrt(3) / 2 * (tilted[0] - 1j * tilted[1]) / (1.5 * tilted[2])
for part in range(3):
    assert abs(off[part] / diag[part] - J_ratio) < 1e-7 * abs(J_ratio)

# ---- hydrogen ----
z_axis = np.array([0.0, 0.0, 1.0])
R_H_fm = 1.0
R_H = R_H_fm / bohr_fm
h1s, h2p = make_state(1, -1, 1), make_state(1, -2, 3)
E_1s = np.real(couplings(h1s, h1s, mu_p * z_axis, R_H, 1.0))
E_2p = np.real(couplings(h2p, h2p, mu_p * z_axis, R_H, 0.5))
for E in (E_1s, E_2p):
    assert abs(E[0] - E[1] - E[2]) < 1e-7 * abs(E[0])


def radial_1s_parts(Z, mu, R):
    """Orbital part, spin part inside the shell, spin part outside it."""
    P2 = lambda r: radial(r, Z, -1)[0] ** 2
    Q2 = lambda r: radial(r, Z, -1)[1] ** 2
    P_in = quad(lambda u: P2(u * R), 0, 1, epsabs=0, epsrel=1e-10)[0] / R**2
    Q_in = quad(lambda u: Q2(u * R), 0, 1, epsabs=0, epsrel=1e-10)[0] / R**2
    Q_out = quad(lambda t: Q2(np.exp(t)) * np.exp(-2 * t), np.log(R),
                 np.log(20 / Z), epsabs=0, epsrel=1e-10, limit=200)[0]
    return (-4 / 3 * mu_B * mu * (Q_in + Q_out),
            2 * mu_B * mu * (P_in + Q_in / 3), -4 / 3 * mu_B * mu * Q_out)


orb_1s, inside_1s, outside_1s = radial_1s_parts(1, mu_p, R_H)
assert abs(orb_1s / E_1s[1] - 1) < 1e-6
assert abs((inside_1s + outside_1s) / E_1s[2] - 1) < 1e-6

contact_pauli = 8 * np.pi / 3 * mu_B * mu_p / np.pi
inverse_r3_2p = 1 / 24
orb_2p_pauli = 2 * mu_B * mu_p * inverse_r3_2p
dip_2p_pauli = -2 / 5 * mu_B * mu_p * inverse_r3_2p
assert abs(E_1s[2] / contact_pauli - 1) < 1e-3
assert abs(E_1s[1] / contact_pauli) < 1e-3
assert abs(E_2p[1] / orb_2p_pauli - 1) < 1e-3
assert abs(E_2p[2] / dip_2p_pauli - 1) < 1e-3

# Deviations from the Pauli 2p terms must grow as the square of Z.
deviation = []
for Z in (4, 8):
    state = make_state(Z, -2, 3)
    E = np.real(couplings(state, state, mu_p * z_axis, R_H, Z / 2))
    deviation.append([E[1] / (orb_2p_pauli * Z**3) - 1,
                      E[2] / (dip_2p_pauli * Z**3) - 1])
deviation_ratio = np.array(deviation[1]) / np.array(deviation[0])
assert np.all(np.abs(deviation_ratio - 4) < 0.1)

# ---- shrinking shell at large Z ----
shell_fm = [6.0, 0.6, 0.06, 0.006]
ladder = np.array([np.real(couplings(s_state, s_state, mu_N * z_axis,
                                     R / bohr_fm, Z_heavy)) for R in shell_fm])
assert np.all(np.abs(ladder[:, 0] - ladder[:, 1] - ladder[:, 2])
              < 1e-7 * np.abs(ladder[:, 2]))
for R, E in zip(shell_fm, ladder):
    orb, inside, outside = radial_1s_parts(Z_heavy, mu_N, R / bohr_fm)
    assert abs(orb / E[1] - 1) < 1e-6 and abs((inside + outside) / E[2] - 1) < 1e-6
g80 = exponent(Z_heavy, -1)
pauli_80 = 8 * np.pi / 3 * mu_B * mu_N * Z_heavy**3 / np.pi
factor_80 = 1 / (g80 * (2 * g80 - 1))
point_80 = pauli_80 * factor_80
for part in (1, 2):
    steps = np.diff(ladder[:, part])
    assert abs(steps[2] / steps[1] / 10 ** (2 - 2 * g80) - 1) < 1e-2
gap_to_point = ladder[:, 0] - point_80
assert abs(gap_to_point[3] / gap_to_point[2] / 10 ** (1 - 2 * g80) - 1) < 1e-2

# ---- printed results ----
MHz = hartree_MHz
GHz = hartree_MHz / 1000
split_1s = 4 * E_1s[0] * MHz
A_2p = E_2p[0] * MHz / 0.75
print(f"Local split, Z=80, largest relative error: {gordon_error:.1e}")
print(f"Same with beta omitted, relative error: {no_beta_error:.3f}")
print(f"1s-2p current without polarization term, relative error: {missing_error:.3f}")
print(f"Inverse fine-structure constant: {c:.6f}")
print(f"Proton moment: {proton_ratio:.6f} nuclear magnetons")
print(f"Hydrogen shell radius: {R_H_fm:.1f} fm")
print("Hydrogen energies for m_I=1/2 and largest m_j:")
print(f"1s direct coupling: {E_1s[0]*MHz:.4f} MHz")
print(f"1s orbital part: {E_1s[1]*MHz:.4f} MHz")
print(f"1s spin part: {E_1s[2]*MHz:.4f} MHz")
print(f"1s spin part from inside shell: {inside_1s*MHz:.4f} MHz")
print(f"1s spin part from outside shell: {outside_1s*MHz:.4f} MHz")
print(f"1s Pauli contact energy: {contact_pauli*MHz:.4f} MHz")
print(f"1s hyperfine splitting F=1 minus F=0: {split_1s:.3f} MHz")
print(f"1s hyperfine splitting: {split_1s*1e6*sc.h/sc.e*1e6:.5f} micro-eV")
print(f"2p3/2 direct coupling: {E_2p[0]*MHz:.5f} MHz")
print(f"2p3/2 orbital part: {E_2p[1]*MHz:.5f} MHz")
print(f"2p3/2 spin part: {E_2p[2]*MHz:.5f} MHz")
print(f"2p Pauli mean of 1/r^3: {inverse_r3_2p:.6f} per cubic bohr")
print(f"2p3/2 Pauli orbital energy: {orb_2p_pauli*MHz:.5f} MHz")
print(f"2p3/2 Pauli dipolar energy: {dip_2p_pauli*MHz:.5f} MHz")
print(f"2p3/2 hyperfine constant: {A_2p:.5f} MHz")
print(f"2p3/2 splitting F=2 minus F=1: {2*A_2p:.4f} MHz")
print(f"2p deviation ratio Z=8 to Z=4, orbital: {deviation_ratio[0]:.3f}")
print(f"2p deviation ratio Z=8 to Z=4, spin: {deviation_ratio[1]:.3f}")
print(f"Z=80 radial exponent gamma: {g80:.6f}")
print("Z=80 1s model, moment of one nuclear magneton, m_j=1/2:")
for R, E in zip(shell_fm, ladder):
    print(f"R={R:.3f} fm: orbital {E[1]*GHz:.1f}, spin {E[2]*GHz:.1f}, "
          f"direct {E[0]*GHz:.1f} GHz")
print(f"Z=80 Pauli contact energy: {pauli_80*GHz:.1f} GHz")
print(f"Z=80 relativistic factor for point dipole: {factor_80:.5f}")
print(f"Z=80 point-dipole limit of the sum: {point_80*GHz:.1f} GHz")
print("no test failed")
```

It prints:

```
Local split, Z=80, largest relative error: 2.4e-12
Same with beta omitted, relative error: 0.223
1s-2p current without polarization term, relative error: 0.072
Inverse fine-structure constant: 137.035999
Proton moment: 2.792847 nuclear magnetons
Hydrogen shell radius: 1.0 fm
Hydrogen energies for m_I=1/2 and largest m_j:
1s direct coupling: 355.3082 MHz
1s orbital part: -0.0941 MHz
1s spin part: 355.4022 MHz
1s spin part from inside shell: 355.4931 MHz
1s spin part from outside shell: -0.0909 MHz
1s Pauli contact energy: 355.2899 MHz
1s hyperfine splitting F=1 minus F=0: 1421.233 MHz
1s hyperfine splitting: 5.87775 micro-eV
2p3/2 direct coupling: 8.88239 MHz
2p3/2 orbital part: 11.10303 MHz
2p3/2 spin part: -2.22064 MHz
2p Pauli mean of 1/r^3: 0.041667 per cubic bohr
2p3/2 Pauli orbital energy: 11.10281 MHz
2p3/2 Pauli dipolar energy: -2.22056 MHz
2p3/2 hyperfine constant: 11.84318 MHz
2p3/2 splitting F=2 minus F=1: 23.6864 MHz
2p deviation ratio Z=8 to Z=4, orbital: 4.004
2p deviation ratio Z=8 to Z=4, spin: 4.005
Z=80 radial exponent gamma: 0.811906
Z=80 1s model, moment of one nuclear magneton, m_j=1/2:
R=6.000 fm: orbital -168740.4, spin 287657.8, direct 118917.4 GHz
R=0.600 fm: orbital -485932.9, spin 612220.3, direct 126287.4 GHz
R=0.060 fm: orbital -1243151.3, spin 1371202.3, direct 128051.0 GHz
R=0.006 fm: orbital -3044428.1, spin 3172898.7, direct 128470.6 GHz
Z=80 Pauli contact energy: 65133.7 GHz
Z=80 relativistic factor for point dipole: 1.97442
Z=80 point-dipole limit of the sum: 128601.5 GHz
no test failed
```
